# Thermal decomposition of a precursor vapour and its stability window: verification in Python

```python
"""
Result under test: first-order thermal decomposition of a precursor vapour,
    X = 1 - exp(-k t),   k = A exp(-Ea / (R T)),
gives about 8 percent loss for A = 1e13 1/s, Ea = 150 kJ/mol,
T = 600 K and t = 0.1 s.
Symbols: X decomposed fraction, k rate constant, A prefactor,
Ea activation energy per mole, R gas constant, T temperature, t exposure time.
The program also tests the stability-window edge and sizes neglected effects:
residence-time spread, warm-up, pressure falloff, tunnelling, wall reaction.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import expit, gammaincc, gammaln

R = const.R
KB = const.k
A = 1.0e13                 # 1/s
EA = 150.0e3               # J/mol
T = 600.0                  # K
TIME = 0.1                 # s


def rate(temp, prefactor=A, barrier=EA):
    return prefactor * np.exp(-barrier / (R * temp))


def loss(k_value, time=TIME):
    return -np.expm1(-k_value * time)


def edge_temperature(allowed, time):
    return EA / (R * np.log(A * time / (-np.log1p(-allowed))))


b = EA / (R * T)
k = rate(T)
kt = k * TIME
X = loss(k)

# Decay law against direct integration of the rate equation
ode = solve_ivp(lambda time, n: -k * n, (0, TIME), [1.0],
                rtol=1e-10, atol=1e-12)
X_ode = 1 - ode.y[0, -1]
assert abs(X_ode - X) < 1e-8
assert 0.075 < X_ode < 0.085

# Window edge against root finding
limits = [(0.001, 0.1), (0.01, 0.1), (0.08, 0.1), (0.01, 1.0), (0.01, 10.0)]
for allowed, time in limits:
    root = brentq(lambda temp: loss(rate(temp), time) - allowed, 350, 900)
    assert abs(root - edge_temperature(allowed, time)) < 1e-6

# Temperature sensitivity against a central difference
slope = (1 - X) * kt * EA / (R * T**2)
slope_fd = (loss(rate(T + 0.01)) - loss(rate(T - 0.01))) / 0.02
assert abs(slope / slope_fd - 1) < 1e-5

# Fully mixed vessel: average over exponentially distributed times
X_mixed = kt / (1 + kt)
X_average = quad(lambda y: np.exp(-y) * loss(k, y * TIME), 0, 60)[0]
assert abs(X_mixed - X_average) < 1e-8

# Linear warm-up, then the rest of the exposure at T
T_START, RAMP = 300.0, 0.01
span = T - T_START
ramp_integral = quad(lambda y: rate(T_START + span * y), 0, 1,
                     epsabs=0, epsrel=1e-9)[0] * RAMP
ramp_formula = k * RAMP * T / (b * span) * (1 - 2 / b)
# The first omitted term of the expansion is 6/b^2, below one percent
assert abs(ramp_formula / ramp_integral - 1) < 0.01
X_ramp = -np.expm1(-(ramp_integral + k * (TIME - RAMP)))

# Gas collisions, hard spheres
PRESSURE_TORR, M_PRE, M_GAS = 1.0, 0.250, 0.028   # Torr, kg/mol, kg/mol
DIAMETER, RADIUS = 0.6e-9, 0.010                # m, m
density = PRESSURE_TORR * const.torr / (KB * T)
M_RED = M_PRE * M_GAS / (M_PRE + M_GAS)
speed_rel = np.sqrt(8 * R * T / (np.pi * M_RED))
collision = density * np.pi * DIAMETER**2 * speed_rel


def population(e, s):
    return np.exp((s - 1) * np.log(e) - e - gammaln(s))


def specific_rate(e, s):
    return A * np.maximum(1 - b / e, 0.0)**(s - 1)


def falloff_rate(w, s):
    def integrand(x):
        e = b + x
        # x/e avoids cancellation just above threshold
        ke = A * (x / e)**(s - 1)
        return population(e, s) * ke / (1 + ke / w)
    cuts = [0, 0.01, 1, 10, 40, 150]
    return sum(quad(integrand, lo, hi, epsabs=0, epsrel=1e-8, limit=300)[0]
               for lo, hi in zip(cuts[:-1], cuts[1:]))


for s in (10, 20, 30):
    assert abs(falloff_rate(1e30, s) / k - 1) < 1e-6
low_w = 1e-30
assert abs(falloff_rate(low_w, 10) / (low_w * gammaincc(10, b)) - 1) < 0.01

# Mean lifetime from an energy-grained strong-collision master equation
cells, e_max, s_test = 1200, 100.0, 10
energy = (np.arange(cells) + 0.5) * e_max / cells
weight = population(energy, s_test)
weight /= weight.sum()
loss_matrix = (np.diag(collision + specific_rate(energy, s_test))
               - collision * np.outer(weight, np.ones(cells)))
lifetime = np.linalg.solve(loss_matrix, weight).sum()
assert abs(lifetime * falloff_rate(collision, s_test) - 1) < 2e-3

# Tunnelling through a parabolic barrier, thermal average of transmission
tunnel = {}
for wavenumber in (200, 1000):
    u = const.h * const.c * wavenumber * 100 / (KB * T)
    tunnel[wavenumber] = (u / 2) / np.sin(u / 2)
    average = quad(lambda y: np.exp(-y) * expit(2 * np.pi * y / u),
                   -b, 60, points=[-1, 0, 1, 5], limit=300)[0]
    assert abs(average / tunnel[wavenumber] - 1) < 1e-6

# Wall flux per unit density against the one-sided Maxwell average
speed = np.sqrt(8 * R * T / (np.pi * M_PRE))
flux = np.sqrt(R * T / M_PRE) * quad(
    lambda y: y * np.exp(-y * y / 2) / np.sqrt(2 * np.pi), 0, 12)[0]
assert abs(flux / (speed / 4) - 1) < 1e-8
wall_hits = speed / 4 * 2 / RADIUS
g_equal = k / wall_hits
X_wall = loss(k + 1e-4 * wall_hits)
# Rough low-side diffusion estimate: mean free path times speed over three
diffusion = speed**2 / (3 * collision)
supply_ratio = (g_equal * speed / 4) / (diffusion / RADIUS)
assert supply_ratio < 0.1


def show(label, value, unit, fmt=".3f"):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


show("Prefactor A", A, "1/s", ".1e")
show("Activation energy Ea", EA / 1e3, "kJ/mol", ".1f")
show("Ea per molecule", EA / const.N_A / const.e, "eV")
show("Temperature T", T, "K", ".0f")
show("Exposure time t", TIME, "s", ".1f")
show("Gas constant R", R, "J/(mol K)", ".5f")
show("RT", R * T / 1e3, "kJ/mol", ".4f")
show("Reduced barrier b", b, "(no unit)", ".4f")
show("exp(-b)", np.exp(-b), "(no unit)", ".4e")
show("Rate constant k", k, "1/s", ".4f")
show("Product kt", kt, "(no unit)", ".5f")
show("Decomposed fraction X", 100 * X, "percent")
show("X from integrated rate equation", 100 * X_ode, "percent")
show("Half-life", np.log(2) / k, "s")
show("Slope dX/dT", 100 * slope, "percent points per K")
show("Relative slope of k", 100 * EA / (R * T**2), "percent per K", ".2f")
for temp in (500, 550, 590, 610, 650, 700):
    show(f"X at {temp} K", 100 * loss(rate(temp)), "percent")
for allowed, time in limits:
    show(f"Edge for {100 * allowed:g} percent loss in {time:g} s",
         edge_temperature(allowed, time), "K", ".1f")
for barrier in (145e3, 155e3):
    show(f"X with Ea = {barrier / 1e3:.0f} kJ/mol",
         100 * loss(rate(T, barrier=barrier)), "percent", ".2f")
for prefactor in (1e12, 1e14, 1e15):
    show(f"X with A = {prefactor:.0e} 1/s",
         100 * loss(rate(T, prefactor=prefactor)), "percent", ".2f")
show("X, fully mixed vessel", 100 * X_mixed, "percent", ".2f")
show(f"X, first {RAMP * 1e3:.0f} ms a ramp from {T_START:.0f} K",
     100 * X_ramp, "percent", ".2f")
show("Pressure", PRESSURE_TORR, "Torr", ".1f")
show("Precursor molar mass", M_PRE * 1e3, "g/mol", ".0f")
show("Nitrogen molar mass used", M_GAS * 1e3, "g/mol", ".0f")
show("Collision diameter", DIAMETER * 1e9, "nm", ".1f")
show("Collision rate w", collision, "1/s", ".2e")
for s in (10, 20, 30):
    k_uni = falloff_rate(collision, s)
    print(f"Falloff s={s}: k_uni/k = {k_uni / k:.3f} (no unit), "
          f"X = {100 * loss(k_uni):.2f} percent")
k_weak = falloff_rate(0.1 * collision, 20)
show("X, s=20, one collision in ten effective", 100 * loss(k_weak),
     "percent", ".2f")
for wavenumber, factor in tunnel.items():
    print(f"Tunnelling at {wavenumber} 1/cm: factor {factor:.3f} (no unit), "
          f"X = {100 * loss(k * factor):.2f} percent")
show("Tube radius", RADIUS * 1e3, "mm", ".0f")
show("Precursor mean speed", speed, "m/s", ".1f")
show("Wall hits per molecule", wall_hits, "1/s", ".3e")
show("Wall probability matching gas rate", g_equal, "(no unit)", ".2e")
show("X with wall probability 1e-4", 100 * X_wall, "percent", ".2f")
show("Wall uptake / diffusion supply", supply_ratio, "(no unit)")
print("OK")
```

Printed output:

```
Prefactor A: 1.0e+13 1/s
Activation energy Ea: 150.0 kJ/mol
Ea per molecule: 1.555 eV
Temperature T: 600 K
Exposure time t: 0.1 s
Gas constant R: 8.31446 J/(mol K)
RT: 4.9887 kJ/mol
Reduced barrier b: 30.0681 (no unit)
exp(-b): 8.7417e-14 (no unit)
Rate constant k: 0.8742 1/s
Product kt: 0.08742 (no unit)
Decomposed fraction X: 8.370 percent
X from integrated rate equation: 8.370 percent
Half-life: 0.793 s
Slope dX/dT: 0.401 percent points per K
Relative slope of k: 5.01 percent per K
X at 500 K: 0.021 percent
X at 550 K: 0.567 percent
X at 590 K: 5.116 percent
X at 610 K: 13.334 percent
X at 650 K: 58.657 percent
X at 700 K: 99.836 percent
Edge for 0.1 percent loss in 0.1 s: 522.3 K
Edge for 1 percent loss in 0.1 s: 559.7 K
Edge for 8 percent loss in 0.1 s: 599.1 K
Edge for 1 percent loss in 1 s: 522.4 K
Edge for 1 percent loss in 10 s: 489.8 K
X with Ea = 145 kJ/mol: 21.19 percent
X with Ea = 155 kJ/mol: 3.16 percent
X with A = 1e+12 1/s: 0.87 percent
X with A = 1e+14 1/s: 58.28 percent
X with A = 1e+15 1/s: 99.98 percent
X, fully mixed vessel: 8.04 percent
X, first 10 ms a ramp from 300 K: 7.62 percent
Pressure: 1.0 Torr
Precursor molar mass: 250 g/mol
Nitrogen molar mass used: 28 g/mol
Collision diameter: 0.6 nm
Collision rate w: 1.29e+07 1/s
Falloff s=10: k_uni/k = 0.393 (no unit), X = 3.38 percent
Falloff s=20: k_uni/k = 0.919 (no unit), X = 7.72 percent
Falloff s=30: k_uni/k = 0.988 (no unit), X = 8.28 percent
X, s=20, one collision in ten effective: 6.16 percent
Tunnelling at 200 1/cm: factor 1.010 (no unit), X = 8.45 percent
Tunnelling at 1000 1/cm: factor 1.287 (no unit), X = 10.64 percent
Tube radius: 10 mm
Precursor mean speed: 225.4 m/s
Wall hits per molecule: 1.127e+04 1/s
Wall probability matching gas rate: 7.76e-05 (no unit)
X with wall probability 1e-4: 18.14 percent
Wall uptake / diffusion supply: 0.033 (no unit)
OK
```
